Nonnegative Lamp-Zone Powers for a Uniformly Hot Wafer

**1. A wafer under perfectly uniform light**

A thin disc of radius R and thickness h is to be held at temperature T0 by lamps above it. Both faces and the rim radiate to black surroundings at Tw. The disc is gray: its absorptance for lamp light and its emissivity are the same number ε. Let T(r) be the temperature averaged over the thickness, k the conductivity, and q(r) the lamp power absorbed per unit face area.

Consider the annulus between r and r+dr. Heat conducted outward through radius r is −2πrhkT′, so conduction brings in a net 2πkh(rT′)′dr. Adding absorption and subtracting emission from both faces, then dividing by 2πr dr, gives the steady balance

(kh/r)(rT′)′ + q − 2εσ(T⁴ − Tw⁴) = 0.

By symmetry T′(0) = 0. At the rim, the heat flowing in from the lamps minus the heat radiated must be conducted inward:

kT′(R) = q_e − εσ(T⁴ − Tw⁴),

where q_e is the lamp power absorbed per unit rim area.

Write q_s = εσ(T0⁴ − Tw⁴) for the loss of one surface at the target, and q0 = 2q_s. Suppose q = q0 everywhere and the rim is dark, q_e = 0. The faces balance, but the rim does not. With T = T0 + θ and |θ| ≪ T0, T⁴ ≈ T0⁴ + 4T0³θ, so

(1/r)(rθ′)′ = θ/ℓ²,  ℓ = √(kh/g),  g = 8εσT0³,

kθ′(R) = −q_s − (g/2)θ(R).

The factor g/2 appears because the rim is one radiating surface and g counts two. The solution regular at the centre is θ = −C I₀(r/ℓ), and I₀′ = I₁. Putting this into the rim condition and naming the edge drop D = C I₀(R/ℓ) gives

D = q_s / [k I₁/(ℓI₀) + g/2],  Bessel functions taken at R/ℓ.

For R ≫ ℓ the ratio I₁/I₀ tends to 1, and the drop is confined to a band of width about ℓ. For R ≪ ℓ the ratio tends to R/(2ℓ), and D → 2hq_s/[g(R+h)]: the whole disc cools together until the extra rim loss is paid.

Take R = 150 mm, h = 0.775 mm, k = 25 W/(m K), ε = 0.7, T0 = 1273 K and Tw = 300 K. Then q0 = 20.78 W/cm², g = 655 W/(m² K) and ℓ = 5.44 mm. The rim loses only h/R = 0.52 % of what the faces lose, yet D = 21.5 K, because this small loss is drawn from a narrow band. Balancing total power is therefore not enough.

**2. What a lamp ring delivers**

The lamps lie in a plane at height H above the wafer, in concentric rings with outer radii a_j and areas A_j. Each ring emits diffusely (Lambertian) with uniform exitance p_j/A_j, where p_j ≥ 0 is its radiated, not electrical, power. Reflection by the lamp head is left out; Section 7 estimates part of its effect.

A source element at distance d contributes to the irradiance its exitance times cosα cosβ/(πd²), with α and β the angles to the two surface normals. For a horizontal receiver both cosines are H/d. A lamp disc of radius a therefore has the view factor

F(r,a) = (H²/π) ∫₀ᵃ ρdρ ∫₀^{2π} dφ/(B − C cosφ)²,

B = r² + ρ² + H²,  C = 2rρ.

The substitution t = tan(φ/2) gives ∫dφ/(B − C cosφ) = 2π/√(B² − C²). Differentiating with respect to B and changing sign gives 2πB/(B² − C²)^{3/2} for the integral needed. With u = ρ² and s = r² + H²,

F = ∫₀^{a²} H²(u+s) du/Δ^{3/2},  Δ(u) = (u+s)² − 4r²u.

The integrand is the derivative of (u−s)/(2√Δ). Indeed, that derivative is [Δ − (u−s)(u+H²−r²)]/(2Δ^{3/2}), and multiplying out the bracket leaves 2H²(u+s). At u = 0 the antiderivative is −1/2, so

F(r,a) = ½[1 − (r²+H²−a²)/√((r²+H²+a²)² − 4a²r²)].

The absorbed face flux is linear in the powers:

q(r) = Σ_j Q_j(r)p_j,  Q_j = ε[F(r,a_j) − F(r,a_{j−1})]/A_j.

The vertical rim faces outward and sees only lamps beyond r = R. Use polar coordinates (s,ψ) in the lamp plane, centred above the rim point, with ψ = 0 pointing outward; here s is a distance. The cosines are s cosψ/d and H/d, with d² = s² + H². The radial integral is

∫₀^S H s² ds/(s²+H²)² = ½[atan(S/H) − SH/(S²+H²)],

as differentiation with respect to S confirms. Hence, for a > R,

F_e(a) = (1/2π) ∫ cosψ [atan(S/H) − SH/(S²+H²)] dψ,  |ψ| < π/2.

The disc boundary obeys S² + 2RS cosψ + R² − a² = 0, whose positive root is S = −R cosψ + √(a² − R² sin²ψ). For a ≤ R, F_e = 0. Ring differences give q_e = Σ_j E_j p_j, with E_j = ε[F_e(a_j) − F_e(a_{j−1})]/A_j.

Can any choice of powers make q = q0 on the whole wafer? No. The square root in F contains (r²+H²−a²)² + 4a²H², which is positive for every real r, so q is a real-analytic function of r. If it were constant on the wafer it would be constant for all r, but it tends to zero far from a finite lamp head. This holds even if negative powers were allowed. The balance has to be approximate, and the norm in which it is approximate must be chosen.

**3. Judging the mismatch as the wafer does**

Linearized about the target with the lamps included, the balance is

gθ − (kh/r)(rθ′)′ = q − q0,

kθ′(R) = q_e − q_s − (g/2)θ(R).

Where the flux error varies slowly, θ ≈ (q − q0)/g. A 1 % error then shifts the temperature by 0.01q0/g = 3.17 K. For a ripple J₀(κr) away from the rim, the radial operator gives −κ²J₀, so

θ = (q − q0)/[g(1 + κ²ℓ²)].

Ripples finer than ℓ are suppressed by conduction. A pointwise flux fit misses this smoothing, and if it treats the faces alone it also misses the rim. The quantity to minimize here is the area-weighted mean of θ², which contains both.

Divide the radius into n equal cells of width δ, much smaller than ℓ, with centres r_i and areas A′_i = 2πr_iδ. Between cells i and i+1 the conductance is G_i = 2π(iδ)kh/δ, and G₀ = G_n = 0. The net power into cell i is

N_i = A′_i[q_i − 2εσ(T_i⁴ − Tw⁴)] + G_i(T_{i+1} − T_i) − G_{i−1}(T_i − T_{i−1}),

with 2πRh[q_e − εσ(T_n⁴ − Tw⁴)] added for i = n. Using the last cell centre for the rim temperature makes a relative error of about 2δ|T′|/T0 in the rim's T⁴, which vanishes with δ.

Let K = −∂N/∂T at T0. It is tridiagonal, with off-diagonal elements −G_i and diagonal elements G_{i−1} + G_i + gA′_i, plus πRhg in the last cell. Each diagonal element exceeds the sum of the magnitudes beside it, so K is invertible. Collect the absorbed power per unit lamp power in the matrix S and the target losses in b:

S_ij = A′_iQ_j(r_i) + [i=n] 2πRhE_j,

b_i = A′_iq0 + [i=n] 2πRhq_s,

where [i=n] is 1 in the last cell and 0 elsewhere. Setting the linearized N to zero gives Kθ = Sp − b, or

θ = Up − v,  U = K⁻¹S,  v = K⁻¹b.

With w_i = A′_i/ΣA′, M_ij = √w_i U_ij and d_i = √w_i v_i, the problem is

minimize E(p) = |Mp − d|² subject to p_j ≥ 0.

**4. A finite algorithm and its certificate**

Assume that the columns of M are independent. Then E is strictly convex and grows without bound as |p| → ∞, so there is one minimizer p*. Call a zone lit if p*_j > 0. A lit power can be moved slightly either way, so the derivative of E along it must vanish. Hence the lit powers solve the ordinary least-squares problem that uses their columns alone.

The algorithm follows. For every subset of zones, solve ordinary least squares with those columns; discard the result if any power is not positive; keep the remaining candidate with the smallest E, including p = 0. The true minimizer is among the candidates, and every candidate is admissible, so the best one is p*. Seven zones need 2⁷ = 128 subsets. The count doubles with each zone, so a large lamp array calls for a method that changes the lit set step by step.

The answer can be certified without repeating the search. Let γ = Mᵀ(Mp − d). For any admissible p′,

E(p′) − E(p) = 2γ·(p′ − p) + |M(p′ − p)|².

If γ_j = 0 on lit zones and γ_j ≥ 0 on dark ones, the first term is 2Σγ_jp′_j over dark zones, which is nonnegative. These conditions therefore prove optimality. In the example below they were tested and hold to rounding accuracy, and an independent nonnegative least-squares solver gave the same powers.

How sensitive are the powers? Let σ₁ and σ_m be the largest and smallest singular values of M. In the unconstrained fit, an error δd changes the powers by at most |δd|/σ_m, while |p| ≥ |Mp|/σ₁. Thus

|δp|/|p| ≤ (σ₁/σ_m)|δd|/|Mp|.

Here σ₁/σ_m = 1.7×10³ and |Mp| is close to q0/g = 317 K. For a 1 K rms change in the target the right side is about five. This bound is not attained here: the largest possible change, |δd|/σ_m, is about 0.9 of the norm of the unconstrained powers. Even so, very different powers can give nearly the same temperature. The fitted temperature is stable: Mp is a projection of d, so it changes by no more than |δd|.

**5. Seven zones**

Let H = 60 mm and let the rings be 30 mm wide, reaching out to 210 mm. The powers in kW, from the centre outward, are

constrained: 0.79, 2.89, 3.87, 6.86, 8.31, 0, 42.33

unconstrained: 0.95, 2.32, 5.04, 4.17, 14.52, −15.62, 61.30.

The constraint binds in the sixth zone. Its price is a rise of the linear rms error from 0.21 K to 0.49 K. The remaining powers differ between the rows because they are solved afresh with that zone dark.

One reason for the strong outermost ring is that a finite lamp head lights the edge less than the centre. With equal exitance in all rings, the formula for F with a = 210 mm gives 0.925 at the centre and 0.791 at r = 150 mm, a fall of 14.5 %. At 3.17 K per percent this is about 46 K, comparable with the 51 K range computed inside 147 mm for equal exitance.

The total lamp power is 65.0 kW, of which the wafer absorbs 14.77 kW. The demand confirms this: 20.783 W/cm² over 706.9 cm² is 14.69 kW, and the rim adds 0.52 %. The other 77 % misses the wafer or is not absorbed.

The edge can be read by superposition. The rim absorbs 6.74 W/cm² and would emit 10.39 W/cm² at the target, leaving a deficit of 3.65 W/cm². With uniform face flux this would cool the edge by 21.5 × 3.65/10.39 = 7.6 K. The computed edge is only 3.2 K below target, so the departure of the face flux from q0 supplies the other 4.4 K.

**6. The nonlinear solve and the size of the errors**

Newton's method solves N(T) = 0 by repeating

J s = N(T),  T ← T + s,  J = −∂N/∂T.

J has the form of K with the local T³ in place of T0³, so for positive temperatures it is invertible by the same argument.

The error of linearization can be bounded beforehand. The first omitted term in T⁴ is 6T0²θ². Relative to 4T0³ it is c = 3θ²/(2T0), on the faces and the rim alike. The difference e between the nonlinear and linear temperatures then obeys, to this order,

ge − (kh/r)(re′)′ = −gc,  ke′(R) = −(g/2)(e + c).

At an interior minimum of e the conduction term cannot be positive, so e ≥ −c there. At a minimum on the rim e′ ≤ 0, which again gives e ≥ −c. The same reasoning at a maximum gives e ≤ 0. Hence

−3 max(θ²)/(2T0) ≤ e ≤ 0.

For the constrained recipe max|θ| is 3.2 K and the bound is 0.012 K; the largest difference found is 0.003 K. For the dark rim of Section 1 the bound is about 0.54 K, and the nonlinear drop is 0.2 K larger than the linear one, with the predicted sign.

The nonlinear results, in K, are:

constrained temperature fit: rms 0.49, full range 4.1

pointwise flux fit, rim ignored: rms 2.23, full range 11.7

equal exitance, total power fitted: rms 15.3, full range 57.6

Geometry and wafer are the same in all three, and all powers are nonnegative. Inside 147 mm the first recipe has a range of 1.4 K, so most of its full range lies in the last 3 mm. Area weighting tolerates this because the band is small. If the specification is a maximum range, the range itself should be minimized.

An independent collocation solution of the differential equation differs from the cell solution by at most 0.005 K. Refitting about the computed profile, with J in place of K, changes no power by more than 0.002 kW and leaves the rms error at 0.49 K. Linearization and discretization are therefore not what limits this recipe. Both solvers share the same physical model, however, and cannot vouch for it.

**7. Beside a real annealer, and in a spike**

The parameters are round values in the rough regime of a 300 mm silicon wafer soaked near 1000 °C. The outer ring's 115 W/cm² is far above the needed face flux and should be compared with the lamp rating; the model has no upper power limit. The assumption to question first is the black lamp head, since a reflecting head sends part of the wafer's radiation back to it. With a diffuse reflectance of 0.5 and one return of the wafer's own radiation to its face, evaluated at T0, the same powers give a mean rise of 28 K and a range of 22 K instead of 4.1 K. Letting the return grow as the wafer warms makes these 31 K and 24 K. If that return is known and included in the demand, refitting brings the linear rms error back to 0.51 K. Further returns are not included, nor is lamp light that the wafer reflects and the head sends back. That light is not small: the wafer reflects (1 − ε)q0/ε = 8.9 W/cm² of it, against the 10.4 W/cm² radiated by its top face. If wafer and head both reflect diffusely and all returns to the face are summed, lamp light included, the same powers give a mean rise of about 60 K and a range of about 44 K, roughly twice the one-return figures.

Other omissions also exceed the numerical error. Many annealers surround the wafer with a hot edge ring, which replaces the cold surroundings and the lamp light seen by the rim. If a black ring at T0 filled the rim's view, the same powers would leave the edge about 4 K above target instead of 3 K below, so the recipe must be refitted for such a ring. The back face's emission must cross the wafer, which needs q_sh/k = 3.2 K between the faces if light is absorbed at the top surface. Gas at Tw with a cooling coefficient of 10 W/(m² K), counted for both faces together, lowers the temperature by 15 K if uncompensated, and a 10 % radial variation of it leaves up to 1.5 K. A 1 % mismatch between absorptance and emissivity over a region much wider than ℓ gives 3.2 K. Conductivity lower by 20 %, at fixed powers, widens the range to 4.9 K.

A soak recipe does not carry over to a spike by scaling all powers together. With a heat capacity of 2.1 J/(cm³ K), a ramp of 150 K/s stores 24.4 W/cm². On reaching T0 the common factor must be

f = (24.4 + 20.8)/20.8 = 2.17.

Scaling multiplies the lamp light on the rim and the face-flux correction by f, but not the rim's emission. Compared with f times the soak mismatch, the rim gains an extra (f − 1)q_s. A steady linear estimate of the edge error is therefore

(f − 1) × 21.5 K − f × 3.2 K ≈ 18 K.

The time-dependent solution, started uniformly at 900 K, has an edge 16 K above target and a range of 17 K. The estimate ignores the finite ramp time, which is about equal to the thermal response time of 2.5 s, and the smaller g at the lower temperatures passed on the way. The edge error therefore depends on the start: from 500 K the same model gives 22 K. That start lies outside the regime of the constants used: silicon conducts about three times better at 500 K (taking k ∝ T^(−1.2) lowers the result to 21 K), and a lightly doped wafer is partly transparent in the infrared below roughly 900 K, so a fixed gray ε no longer describes it. The edge that was slightly cold in the soak is now hot, so the zone ratios must change with ramp rate. The numerical output below gives more digits for most of these results.

Table of computed values

```
wafer radius 150 mm, thickness 0.775 mm
conductivity 25 W/(m K), emissivity 0.70
target 1273 K, walls 300 K, lamp height 60 mm
face flux needed q0 = 20.783 W/cm2
radiative stiffness g = 655.1 W/(m2 K)
healing length = 5.438 mm
temperature shift for 1% flux error = 3.173 K
rim loss / two-face loss = 0.517 %
unlit-rim edge drop: Bessel 21.47 K, finite volume 21.48 K
same drop, nonlinear = 21.69 K
zone outer radius (mm): powers (kW) smoothed, unconstrained, pointwise
  30: 0.788, 0.946, 0.880
  60: 2.887, 2.315, 2.632
  90: 3.870, 5.042, 4.439
  120: 6.856, 4.172, 6.182
  150: 8.314, 14.522, 8.422
  180: 0.000, -15.616, 8.175
  210: 42.326, 61.299, 25.544
condition number of fit = 1.728e+03
total lamp power = 65.041 kW
absorbed power = 14.766 kW
largest lamp exitance = 115.15 W/cm2
lamp flux absorbed by rim = 6.737 W/cm2
rim emission at target = 10.392 W/cm2
linear rms: constrained 0.489 K, unconstrained 0.211 K
nonlinear: rms, full range, range inside 147 mm (K)
  smoothed fit: 0.490, 4.11, 1.43
  pointwise fit: 2.227, 11.69, 6.76
  equal exitance: 15.273, 57.64, 50.97
  refitted: 0.490, 4.10, 1.43
smoothed fit: centre 1272.52 K, edge 1269.84 K
smoothed fit: area mean 1273.00 K, min 1269.84 K, max 1273.95 K
largest linearisation error = 0.003 K
largest difference from collocation = 0.0047 K
largest power change on refitting = 0.002 kW
neglected: drop through thickness = 3.22 K
neglected: range with 20% lower conductivity = 4.88 K
neglected: gas cooling at 10 W/(m2 K) = 14.85 K
neglected: 10% radial variation of gas cooling = 1.49 K
neglected: 1% absorptance/emissivity mismatch = 3.17 K
lamp head reflectance 0.5, one return: mean rise 27.9 K, range 21.7 K
linear rms after refit with that return = 0.511 K
volumetric heat capacity = 2.10 J/(cm3 K)
thermal response time = 2.484 s
spike ramp 150 K/s from 900 K: storage flux 24.41 W/cm2
spike at programmed 1273 K: mean 1274.29 K, range 16.97 K
spike: centre 1272.31 K, edge 1289.23 K
```
